# Evanescent Interference Exposure of a 193 nm Resist at NA 1.80

## Problem

Two coherent plane waves of vacuum wavelength \(\lambda=193\) nm travel in a prism of index \(n_p\) and strike its flat lower face at angles \(\pm\theta\) to the normal. A resist of index \(n=1.70\) touches this face at \(z=0\) and fills the half-space \(z>0\). It is uniform, isotropic, non-magnetic and lossless. The numerical aperture is \(\mathrm{NA}=n_p\sin\theta=1.80\). The plane of incidence is \(xz\), and intensity means \(|\mathbf E|^2\).

(a) Show that at each \(x\) where the surface intensity is not zero, the intensity falls to \(1/e\) of its surface value within about 26 nm, whatever the amplitudes, phases and polarizations of the beams. Discuss the limits \(\mathrm{NA}\to n\) and \(\mathrm{NA}\gg n\).

(b) For \(n_p=1.92\), find the surface intensity produced by one beam with its electric field along \(y\) (TE), and the energy flow into the resist.

(c) Find the fringe period, and the fringe contrast for equal beams in TE and in TM polarization (magnetic field along \(y\)).

(d) How strongly does the depth react to errors in \(n\) and NA?

(e) Give the resist an extinction coefficient \(k=0.03\). Find the new depth and the absorbed fraction of one TE beam.

(f) Insert a 10 nm liquid gap of index 1.64 between prism and resist. What changes?

(g) Replace the half-space by a 40 nm film on silicon of index \(0.88+2.78i\). Does the result of (a) survive?

(h) The exposure releases acid in proportion to the local intensity, and the acid then diffuses with an rms blur \(s=5\) nm. Find the effect on contrast and depth.

The values of \(n_p\), \(k\), the liquid index, the silicon index and the blur are rough typical ones.

## Solution

Lengths are in nm. Fields vary as \(\exp(-i\omega t)\), so an absorbing medium has index \(n+ik\) with \(k>0\). Let
\[
k_0=\frac{2\pi}{\lambda}=0.032555\ \text{nm}^{-1},\qquad k_x=k_0\,\mathrm{NA}.
\]

### (a) The decay depth

The boundary conditions hold at every \(x\) on the flat interface. Each transmitted wave must therefore keep the factor \(e^{\pm ik_xx}\) of its incident wave. In the uniform resist every Cartesian component of \(\mathbf E\) obeys the Helmholtz equation
\[
\left(\partial_x^2+\partial_z^2+k_0^2n^2\right)E=0 .
\]
With \(E=f(z)e^{\pm ik_xx}\), the \(x\) derivatives give \(-k_x^2\), so
\[
f''=(k_x^2-k_0^2n^2)f=\kappa^2f,\qquad
\kappa=k_0\sqrt{\mathrm{NA}^2-n^2}.
\]
Since \(\mathrm{NA}>n\), \(\kappa\) is real, and we take it positive. The general solution combines \(e^{-\kappa z}\) and \(e^{+\kappa z}\). The second grows without bound in a half-space that has no source below, so its coefficient is zero.

Both beams have the same \(k_x^2\), hence the same \(\kappa\). With constant vectors \(\mathbf A\) and \(\mathbf B\) that carry their amplitudes, phases and polarizations, the total field is
\[
\mathbf E(x,z)=e^{-\kappa z}\left(\mathbf A e^{ik_xx}+\mathbf B e^{-ik_xx}\right).
\]
The bracket does not depend on \(z\). Squaring the modulus and dividing by the surface value gives
\[
\frac{I(x,z)}{I(x,0)}=e^{-2\kappa z}=e^{-z/\delta},\qquad
\delta=\frac{1}{2\kappa}=\frac{\lambda}{4\pi\sqrt{\mathrm{NA}^2-n^2}} .
\]
The numbers are
\[
\mathrm{NA}^2-n^2=3.24-2.89=0.35,\qquad \sqrt{0.35}=0.59161,
\]
\[
\kappa=0.032555\times0.59161=0.019260\ \text{nm}^{-1},\qquad
\delta=\frac{1}{0.038520}=25.96\ \text{nm}.
\]
This is the required 26 nm. The field amplitude needs twice the distance, 51.9 nm, to fall by \(1/e\).

A numerical integration of the TE field equation tests the choice of the decaying solution. It sets the field to zero at a depth of 500 nm and integrates up to the surface, without assuming an exponential. The resulting \(1/e\) depth is 25.961 nm, equal to the formula at the digits given.

As \(\mathrm{NA}\to n\) from above, \(\mathrm{NA}^2-n^2\simeq2n(\mathrm{NA}-n)\), and
\[
\delta\simeq\frac{\lambda}{4\pi\sqrt{2n(\mathrm{NA}-n)}}\to\infty .
\]
Below this threshold \(\kappa\) becomes imaginary: the waves propagate, and the lossless resist has no such decay. For \(\mathrm{NA}\gg n\), \(\delta\to\lambda/(4\pi\mathrm{NA})\). The present case is near threshold, since NA exceeds \(n\) by only 0.10, and this makes the depth much larger than the second limit would give.

### (b) Surface intensity and energy flow

Let \(A\) and \(R\) be the incident and reflected TE amplitudes at the prism face, and \(E_s\) the field at the resist surface. The normal wavenumber in the prism is
\[
k_{z,p}=k_0\sqrt{n_p^2-\mathrm{NA}^2}.
\]
For TE, \(E\) and \(\partial_zE\) are continuous:
\[
A+R=E_s,\qquad ik_{z,p}(A-R)=-\kappa E_s .
\]
Dividing the second equation by \(ik_{z,p}\), with \(-1/i=i\), gives \(A-R=i\kappa E_s/k_{z,p}\). Adding and subtracting the two equations then gives
\[
t=\frac{E_s}{A}=\frac{2k_{z,p}}{k_{z,p}+i\kappa},\qquad
\frac RA=\frac{k_{z,p}-i\kappa}{k_{z,p}+i\kappa}.
\]
The numerator and denominator of \(R/A\) are complex conjugates, so \(|R/A|=1\): reflection is total. In \(|t|^2\), the sum \(k_{z,p}^2+\kappa^2\) equals \(k_0^2(n_p^2-n^2)\), because \(\mathrm{NA}^2\) cancels. Therefore
\[
|t|^2=\frac{4(n_p^2-\mathrm{NA}^2)}{n_p^2-n^2}
=\frac{4\times0.4464}{0.7964}=2.242 .
\]
The surface intensity is 2.24 times that of the incident beam. Two equal beams double the field at a fringe maximum, which gives \(4\times2.242=8.97\) times the intensity of one beam.

The mean energy flow along \(z\) is proportional to \(\mathrm{Im}(E^*\partial_zE)\). In the resist \(\partial_zE=-\kappa E\), so \(E^*\partial_zE\) is real and the flow is zero. A strictly lossless resist holds a field but receives no dose. The law in (a) therefore describes the shape of the exposing intensity in the limit of weak absorption. Part (e) examines that limit.

### (c) Period and contrast

For equal TE beams the intensity is proportional to
\[
\left|e^{ik_xx}+e^{-ik_xx}\right|^2=4\cos^2k_xx=2(1+\cos2k_xx).
\]
The period is
\[
p=\frac{\pi}{k_x}=\frac{\lambda}{2\,\mathrm{NA}}=\frac{193}{3.60}=53.6\ \text{nm},
\]
with half-period 26.8 nm. Defined as \((I_{\max}-I_{\min})/(I_{\max}+I_{\min})\), the contrast is 1.

For equal TM beams choose the origin of \(x\) so that \(H_y=2h_0e^{-\kappa z}\cos k_xx\). Maxwell's equation for \(\nabla\times\mathbf H\) gives \(E_x\propto-\partial_zH_y\) and \(E_z\propto\partial_xH_y\), with the same constant of proportionality. Hence
\[
\begin{aligned}
|\mathbf E|^2&\propto e^{-2\kappa z}\left(\kappa^2\cos^2k_xx+k_x^2\sin^2k_xx\right)\\
&=\tfrac12e^{-2\kappa z}\left[(k_x^2+\kappa^2)-(k_x^2-\kappa^2)\cos2k_xx\right].
\end{aligned}
\]
The contrast is the ratio of the two brackets. Since \(k_x^2-\kappa^2=k_0^2n^2\) and \(k_x^2+\kappa^2=k_0^2(2\mathrm{NA}^2-n^2)\),
\[
V_{\rm TM}=\frac{n^2}{2\mathrm{NA}^2-n^2}=\frac{2.89}{3.59}=0.805 .
\]
The two field components have their maxima at different \(x\), so the dark fringes are not empty. The depth law is the same as for TE.

The period also gives another form of the depth:
\[
\delta=\frac{p}{2\pi\sqrt{1-n^2/\mathrm{NA}^2}} .
\]
It shows that \(\delta\) exceeds \(p/2\pi\) in this half-space model, and approaches it when \(\mathrm{NA}\gg n\). At fixed wavelength and resist index, raising NA above \(n\) makes the fringes both finer and shallower.

### (d) Errors in index and aperture

Differentiating \(\delta=(\lambda/4\pi)(\mathrm{NA}^2-n^2)^{-1/2}\) gives
\[
\frac{\partial\delta}{\partial n}=\frac{n\,\delta}{\mathrm{NA}^2-n^2}=126\ \text{nm},\qquad
\frac{\partial\delta}{\partial\mathrm{NA}}=-\frac{\mathrm{NA}\,\delta}{\mathrm{NA}^2-n^2}=-134\ \text{nm},
\]
each per unit change of a dimensionless quantity. The small denominator 0.35 makes these slopes large.

At fixed NA, an index of 1.68 gives 23.8 nm and an index of 1.72 gives 28.9 nm. The linear estimate is \(\pm2.5\) nm; the actual shifts are \(-2.2\) and \(+3.0\) nm, because the curve steepens towards threshold. At fixed \(n\), changing NA to 1.79 or 1.81 gives 27.4 or 24.7 nm. The second decimal of the index thus matters more than the decimals of 25.96 nm.

### (e) Weak absorption

Replace \(n\) by \(n+ik\). The field varies as \(e^{-qz}\) with
\[
q=k_0\sqrt{\mathrm{NA}^2-(n+ik)^2}=k_0\sqrt{a^2+k^2-2ink},\qquad a^2=\mathrm{NA}^2-n^2,
\]
where \(\mathrm{Re}\,q>0\). The intensity depth is \(\delta_k=1/(2\,\mathrm{Re}\,q)\).

For \(2nk\ll a^2\), expand the root to second order in \(k\). The square of \(-2ink\) is \(-4n^2k^2\), so
\[
\frac q{k_0}\simeq a+\frac{k^2-2ink}{2a}+\frac{n^2k^2}{2a^3}.
\]
The term linear in \(k\) is imaginary. It changes the phase, not the decay. The real part is
\[
\frac{\mathrm{Re}\,q}{k_0}\simeq a+\frac{k^2(a^2+n^2)}{2a^3}
=a+\frac{k^2\mathrm{NA}^2}{2a^3},
\]
and therefore
\[
\frac{\delta_k-\delta}{\delta}\simeq-\frac{k^2\mathrm{NA}^2}{2a^4}
=-\frac{0.0009\times3.24}{2\times0.1225}=-1.19\ \%.
\]
The unexpanded root gives \(-1.15\ \%\), or \(\delta_k=25.7\) nm. The shape of the intensity barely changes.

The energy balance changes more. From \(E''=q^2E\),
\[
\frac{d}{dz}\mathrm{Im}(E^*E')=\mathrm{Im}\left(|E'|^2+q^2|E|^2\right)
=-2nk\,k_0^2|E|^2 .
\]
Integrate from the surface to infinity, where the field vanishes, using \(\int_0^\infty|E|^2dz=|E_s|^2\delta_k\):
\[
\mathrm{Im}(E^*E')_{z=0}=2nk\,k_0^2|E_s|^2\delta_k .
\]
In the prism the same quantity equals \(k_{z,p}(|A|^2-|R|^2)\), and it is continuous for TE. The absorbed fraction is thus
\[
1-\left|\frac RA\right|^2=\frac{2nk\,k_0^2\,|t_k|^2\,\delta_k}{k_{z,p}},\qquad
t_k=\frac{2k_{z,p}}{k_{z,p}+iq}.
\]
Here \(t_k\) follows from the boundary conditions of (b) with \(\kappa\) replaced by \(q\), and \(|t_k|^2=1.929\). With \(k_{z,p}=0.032555\sqrt{0.4464}=0.02175\ \text{nm}^{-1}\),
\[
1-\left|\frac RA\right|^2=
\frac{0.102\times(0.032555)^2\times1.929\times25.66}{0.02175}=0.246 .
\]
About a quarter of the beam is absorbed, although the decay depth has moved by about one per cent. The local absorption is proportional to \(k|E|^2\), so with uniform \(k\) the dose has the depth profile of the intensity. The surface intensity itself is 14 % below its lossless value.

### (f) A liquid gap

The liquid index is also below NA, so the field in the gap is evanescent, with
\[
\kappa_g=k_0\sqrt{1.80^2-1.64^2}=0.02415\ \text{nm}^{-1}.
\]
Let the gap occupy \(-g<z<0\). The TE solution that matches both \(E_s\) and the slope \(-\kappa E_s\) at the resist is
\[
E=E_s\left[\cosh\kappa_gz-\frac{\kappa}{\kappa_g}\sinh\kappa_gz\right].
\]
At the prism face, \(z=-g\), this gives \(E=CE_s\) and \(E'=-DE_s\), where
\[
C=\cosh\kappa_gg+\frac{\kappa}{\kappa_g}\sinh\kappa_gg,\qquad
D=\kappa_g\sinh\kappa_gg+\kappa\cosh\kappa_gg .
\]
The incident amplitude there is \(A=\tfrac12[E+E'/(ik_{z,p})]=\tfrac12E_s(C+iD/k_{z,p})\), so
\[
\left|\frac{E_s}{A}\right|^2=\frac{4}{C^2+D^2/k_{z,p}^2}.
\]
For \(g=10\) nm, \(\kappa_gg=0.2415\), \(C=1.224\) and \(D/k_{z,p}=1.182\). The surface intensity is \(4/(1.498+1.398)=1.38\), which is 62 % of the contact value. The gap costs intensity, but the resist is still a half-space with the same \(k_x\), so its decay depth remains 25.96 nm.

### (g) A thin film on silicon

The film has a lower boundary, so the growing exponential is now allowed. Write
\[
u(z)=e^{-\kappa z}+r\,e^{-\kappa(2d-z)},
\]
with \(u=E\) for TE. In silicon the field decays as \(e^{-\kappa_sz}\), where \(\kappa_s=\sqrt{k_x^2-k_0^2n_s^2}\), \(n_s\) is the silicon index and \(\mathrm{Re}\,\kappa_s>0\). Continuity of \(u\) and \(u'\) at \(z=d\) requires
\[
\kappa(1-r)=\kappa_s(1+r)\quad\Rightarrow\quad r=\frac{\kappa-\kappa_s}{\kappa+\kappa_s}.
\]
The result is \(r_{\rm TE}=-0.705+0.057i\). The reflected term opposes the direct one, most strongly at the bottom. With \(e^{-2\kappa d}=0.2142\) for \(d=40\) nm,
\[
\frac{I(d)}{I(0)}=\frac{0.2142\,|1+r|^2}{|1+0.2142\,r|^2}
=\frac{0.2142\times0.0901}{0.721}=0.027 .
\]
The half-space law would give 0.214. The TE \(1/e\) depth is 16.8 nm in the 40 nm film, 23.4 nm in an 80 nm film and 25.8 nm in a 150 nm film. The depth is thus 35 % below the half-space value of 25.96 nm in the thinnest film, and within 1 % of that value in the thickest.

For TM take \(u=H_y\). Now \(u'/\varepsilon\) is continuous, so each decay constant in \(r\) is divided by the permittivity of its own medium. This gives \(r_{\rm TM}=-2.36+1.27i\), with modulus 2.68. A modulus above 1 does not violate energy conservation. Direct multiplication gives
\[
\mathrm{Im}(u^*u')=2\kappa e^{-2\kappa d}\,\mathrm{Im}\,r ,
\]
so the flow into the silicon depends on \(\mathrm{Im}\,r\), which is positive here, and sets no such limit on \(|r|\).

Averaged over a fringe, the TM intensity is proportional to \(\kappa^2|u_-|^2+k_x^2|u_+|^2\), where \(u_\pm=e^{-\kappa z}\pm r\,e^{-\kappa(2d-z)}\). Its bottom-to-top ratio in the lossless 40 nm film is 1.82. This ratio is sensitive to the inputs. With the extinction coefficient of (e) it drops to about 1.44. In the lossless film, changing the imaginary part of the rough silicon index by \(\mp0.10\) moves it between about 1.6 and 2.1, and a 2 nm oxide of index 1.56 on the silicon lowers it to about 1.6. Only its size, above 1 in all these cases, should be relied on. In the lossless film the fringe-averaged intensity first dips to about 0.65 of its top value and then rises above it, so it never falls to \(1/e\), and the statement of (a) cannot be carried over to this film. The TM contrast of (c) is lost as well: it is about 0.11 at the top of the film and 0.43 at the bottom.

### (h) Acid diffusion

Let \(G(z)\) be a normalized Gaussian of standard deviation \(s\). A lateral blur multiplies the cosine of the fringes by the Fourier transform of \(G\) at wavenumber \(2\pi/p\):
\[
\exp\left(-\frac{2\pi^2s^2}{p^2}\right)=0.842 .
\]
The TE contrast falls from 1 to 0.84.

In depth, suppose that no acid leaves through the top surface. A mirror image of the source enforces this condition:
\[
B(z)=\int_0^\infty e^{-z'/\delta}\left[G(z-z')+G(z+z')\right]dz'.
\]
For the first term, completing the square gives
\[
-\frac{z'}{\delta}-\frac{(z'-z)^2}{2s^2}
=-\frac{(z'-z+s^2/\delta)^2}{2s^2}-\frac z\delta+\frac{s^2}{2\delta^2}.
\]
The second term follows from \(z\to-z\). Hence
\[
B(z)=\tfrac12e^{s^2/2\delta^2}\left[
e^{-z/\delta}\,\mathrm{erfc}\,\frac{s/\delta-z/s}{\sqrt2}
+e^{z/\delta}\,\mathrm{erfc}\,\frac{s/\delta+z/s}{\sqrt2}\right].
\]
Solving \(B(z)=B(0)/e\) gives 30.3 nm. For \(z\gg s\) the first erfc tends to 2 and the second term vanishes, so \(B\to e^{s^2/2\delta^2}e^{-z/\delta}\): the deep slope is still \(1/\delta\). The \(1/e\) depth grows mainly because diffusion lowers the surface value from 1 to \(B(0)=0.86\), and slightly because it raises the deep profile by the factor \(e^{s^2/2\delta^2}=1.02\). The light itself reaches no deeper.

### Relation to real exposures

Water-immersion production scanners at 193 nm work at an NA of roughly 1.35, below the resist index, so their image propagates in the resist. An NA of 1.80 is far from that practice and calls for a prism of high index, such as sapphire, whose birefringence is ignored here. The assumption most at risk is the half-space: resist films for such fine patterns are typically tens of nanometres thick. On bare silicon, a 40 nm film moves the TE depth from 26 to 17 nm, and for TM the fringe-averaged intensity does not fall to \(1/e\) within the film at all. An antireflective underlayer would change \(r\), and needs its own calculation. By comparison, the assumed absorption shifts the depth by 0.3 nm, an index error of 0.02 by 2 to 3 nm, and the assumed blur shifts the acid depth by about 4 nm. The numerical output below lists the main values.

## Computed results

```
vacuum wavelength: 193.0 nm
NA: 1.80; resist index: 1.70
prism index (rough): 1.92
beam angle in prism: 69.64 degrees
vacuum wavenumber k0: 0.032555 1/nm
NA^2 - n^2: 0.3500
sqrt(NA^2 - n^2): 0.59161
field decay constant kappa: 0.019260 1/nm
intensity decay constant 2 kappa: 0.038520 1/nm
intensity 1/e depth, formula: 25.961 nm
intensity 1/e depth, integrated field: 25.961 nm
field 1/e depth: 51.921 nm
fringe period: 53.611 nm; half: 26.806 nm
TE surface intensity / one incident beam: 2.2421
TE fringe peak / one incident beam: 8.9684
lossless reflectance, integrated field: 1.00000000
TM fringe contrast: 0.8050
d(depth)/d(resist index): 126.09 nm per unit index
d(depth)/d(NA): -133.51 nm per unit NA
1/e depth at resist index 1.68: 23.77 nm
1/e depth at resist index 1.72: 28.94 nm
1/e depth at NA 1.79: 27.40 nm
1/e depth at NA 1.81: 24.72 nm
resist extinction k (rough): 0.030
1/e depth with absorption: 25.663 nm
relative depth change, full: -1.146 %
relative depth change, leading order: -1.190 %
TE surface intensity with absorption: 1.9289
absorbed fraction of one TE beam: 0.2460
liquid index (rough): 1.64; gap: 10.0 nm
gap decay constant: 0.024152 1/nm
TE surface intensity with gap: 1.3815
surface intensity, gap / contact: 0.6162
resist 1/e depth with gap: 25.961 nm
silicon index (rough): 0.88 + 2.78i
TE r at silicon: -0.7052 +0.0568i
TM r (of H) at silicon: -2.3601 +1.2670i
|r| at silicon: TE 0.7075, TM 2.6787
TE 1/e depth, 40 nm film on silicon: 16.805 nm
TE 1/e depth, 80 nm film on silicon: 23.363 nm
TE 1/e depth, 150 nm film on silicon: 25.767 nm
bottom/top intensity at 40 nm, half-space law: 0.2142
bottom/top, 40 nm film on silicon, TE: 0.0268
bottom/top, same film, TM fringe average: 1.8190
acid blur, rms (rough): 5.0 nm
lateral contrast factor from blur: 0.8422
1/e depth of blurred acid profile: 30.263 nm
```
